# Clustered dielectric breakdown and its departure from Weibull area scaling

**Q.** You describe the breakdown of a high-k gate stack by a Poisson law. What is being counted, and why should a Poisson law hold?

**A.** The objects counted are weak sites: small spots where the dielectric can break down. In a device of area \(A\), let the sites be placed independently with areal density \(D\), uniform over that device. The number \(k\) of sites is then Poisson distributed with mean \(AD\). Let each site break down by time \(t\), independently of the others, with probability

\[
p(t)=1-e^{-u},\qquad u=(t/\tau)^\beta ,
\]

where \(\tau\) and \(\beta\) are the time scale and Weibull slope of one site. Voltage and temperature are held fixed. The device fails at its first breakdown event, so it survives if all \(k\) sites survive, which has probability \((1-p)^k\). Summing over \(k\),

\[
S(t|D)=\sum_{k=0}^{\infty}e^{-AD}\frac{(AD)^k}{k!}(1-p)^k
=e^{-AD}e^{AD(1-p)}=e^{-ADp(t)} .
\]

**Q.** That is not yet a Weibull law, because \(p\) saturates at one.

**A.** It becomes one when \(u\ll1\), that is, while any given site is still unlikely to have failed. Then \(p=u-u^2/2+\dots\approx u\), and

\[
S(t|D)\approx\exp[-AD(t/\tau)^\beta].
\]

The device can still be likely to fail, because it may hold many sites: \(ADu\) can be large while \(u\) is small.

**Q.** A wafer does not have one density. Why not put the mean density into this formula?

**A.** Because the exponential is not linear in \(D\). Devices with few sites survive more often than average ones, and that excess outweighs the loss from devices with many sites. We must average the survival probability, not the density.

I take \(D\) to be constant within a device and gamma distributed between devices:

\[
f(D)=\frac{1}{\Gamma(\alpha)}\left(\frac{\alpha}{D_0}\right)^{\alpha}D^{\alpha-1}e^{-\alpha D/D_0}.
\]

Its moments follow from \(\int_0^\infty D^{s-1}e^{-bD}\,dD=\Gamma(s)/b^s\) with \(b=\alpha/D_0\). The mean is \(\Gamma(\alpha+1)/[\Gamma(\alpha)b]=\alpha/b=D_0\). The mean square is \(\alpha(\alpha+1)/b^2=D_0^2(1+1/\alpha)\), so the variance is \(D_0^2/\alpha\). A small \(\alpha\) means strong clustering.

The gamma form is an assumption. It keeps the density positive, has an adjustable width and permits a closed average, but nothing so far shows that a process must produce it.

**Q.** Then do the average, and show where the exponential goes.

**A.** The survival factor adds \(Ap\) to the decay constant of the gamma density:

\[
S(t)=\int_0^\infty f(D)e^{-ADp}\,dD
=\frac{b^\alpha}{\Gamma(\alpha)}\int_0^\infty D^{\alpha-1}e^{-(b+Ap)D}\,dD .
\]

The same integral, with \(b+Ap\) in place of \(b\), gives

\[
S(t)=\left(\frac{b}{b+Ap}\right)^\alpha
=\left[1+\frac{AD_0\,p(t)}{\alpha}\right]^{-\alpha}.
\]

For \(u\ll1\) we replace \(p\) by \(u\) and define the mean hazard \(h\), which is the expected number of failed sites:

\[
S(t)=\left(1+\frac{h}{\alpha}\right)^{-\alpha},\qquad
h=AD_0\left(\frac t\tau\right)^\beta=\left(\frac t\eta\right)^\beta,
\qquad \eta=\tau(AD_0)^{-1/\beta}.
\]

This is the clustered lifetime distribution. For \(h<\alpha\),

\[
\ln S=-\alpha\ln\left(1+\frac h\alpha\right)=-h+\frac{h^2}{2\alpha}-\dots ,
\]

so \(\alpha\to\infty\) at fixed \(h\) restores the Weibull law \(S=e^{-h}\).

**Q.** You replaced \(p\) by \(u\) inside a power. Could that spoil the tail?

**A.** The replacement raises \(h\) by a relative amount of about \(u/2\). Since

\[
\frac{d\ln S}{d\ln h}=-\frac{h}{1+h/\alpha},
\]

whose magnitude is below \(\alpha\), the relative error in \(S\) is below about \(\alpha u/2\). It is small if both \(u\) and \(\alpha u\) are small. At times well beyond \(\tau\) the replacement fails: \(p\to1\), and the survival levels off at \((1+AD_0/\alpha)^{-\alpha}\), the probability that a device has no weak site at all.

**Q.** What happens physically in the tail? Do the sites become more durable?

**A.** No, the population is sorted. Among survivors, the density distribution is proportional to \(f(D)e^{-ADu}\). This is again a gamma distribution with shape \(\alpha\), but its decay constant is now \(b+Au\). Its mean is

\[
\langle D\rangle_{\rm surv}=\frac{\alpha}{\alpha/D_0+Au}
=\frac{D_0}{1+h/\alpha}.
\]

The failure rate of the surviving population is

\[
-\frac{d\ln S}{dt}=\frac{1}{1+h/\alpha}\frac{dh}{dt}
=\frac{\beta h}{t}\,\frac{\langle D\rangle_{\rm surv}}{D_0}.
\]

The first factor is the Weibull rate at the mean density. The second is the selection of devices with few sites, and it accounts for the whole reduction.

**Q.** How would I see this on a Weibull plot?

**A.** The ordinate of that plot is \(W=\ln(-\ln S)\), and a Weibull law gives a straight line of slope \(\beta\) against \(\ln t\). Put \(y=h/\alpha\). Then \(W=\ln[\alpha\ln(1+y)]\), and because \(dy/d\ln t=\beta y\),

\[
\frac{dW}{d\ln t}=\frac{\beta y}{(1+y)\ln(1+y)} .
\]

Early in life, \((1+y)\ln(1+y)=y+y^2/2+\dots\), so the slope is \(\beta(1-y/2+\dots)\). Late in life, \(y/(1+y)\to1\) and \(\ln(1+y)\to\ln y\), so the slope falls as \(\beta/\ln y\). The plot starts with the slope of a single site and bends towards the horizontal.

**Q.** So a large area destroys Weibull scaling. Is that the conclusion?

**A.** It depends on what is held fixed. At fixed time, \(h\) is proportional to \(A\), and therefore

\[
\frac{d\ln S}{d\ln A}=-\frac{h}{1+h/\alpha}\longrightarrow-\alpha
\qquad(h\gg\alpha).
\]

Survival falls as \(A^{-\alpha}\), whereas the Weibull law has it fall exponentially with area. On the Weibull plot,

\[
W\to\ln[\alpha\ln(h/\alpha)],
\]

which grows much more slowly than the Weibull ordinate \(\ln h\). This regime needs \(h\gg\alpha\) while \(u\ll1\), and since \(h=AD_0u\), it requires \(AD_0\gg\alpha\).

Now hold the failed fraction \(F\) fixed instead. Solving \(1-F=(1+h/\alpha)^{-\alpha}\) for \(h\), and then for time, gives

\[
t_F=\eta\left\{\alpha\left[(1-F)^{-1/\alpha}-1\right]\right\}^{1/\beta}
\propto A^{-1/\beta}.
\]

The braces do not contain the area. While \(u\ll1\) for both areas, a larger area moves the whole curve sideways by the Weibull amount without changing its shape. The vertical shift becomes anomalous once \(h\) for the larger area is no longer small compared with \(\alpha\); the horizontal shift stays normal.

**Q.** Is the normal horizontal shift an accident of the gamma distribution?

**A.** No. Write \(D=gD_0\), with any distribution of \(g\) that is the same for both areas. While \(u\ll1\), the averaged survival is \(\langle e^{-hg}\rangle\), a function of \(h\) alone. A fixed \(F\), if it is reached at all, therefore fixes \(h\), and \(t\propto A^{-1/\beta}\) follows. What the gamma form supplies is the particular power \(\alpha\) in the tail. At large \(h\) the average is controlled by \(g\) of order \(1/h\), where the gamma density varies as \(g^{\alpha-1}\). Its integral over that range varies as \(h^{-\alpha}\).

**Q.** Put numbers to it. How large is the departure in a measurable case?

**A.** Take capacitors with a hafnium-oxide/silicon-oxide stack, stressed at 2.0 V and 398 K. I use rough values: \(\beta=1.2\), \(\alpha=2\), \(D_0=1\) site/µm² (\(10^8\) cm⁻²) and \(\tau=5\times10^4\) s. The areas are 100 and 10,000 µm². Their characteristic times are

\[
\eta_1=5\times10^4\times100^{-1/1.2}=1077\ {\rm s},
\qquad
\eta_2=5\times10^4\times10^{-4/1.2}=23.2\ {\rm s}.
\]

After 100 s, the large capacitor has

\[
h_2=10^4\left(\frac{100}{5\times10^4}\right)^{1.2}=5.77,
\qquad
S_2=\left(1+\frac{5.77}{2}\right)^{-2}=0.066 .
\]

The Poisson law at the mean density gives \(e^{-5.77}=0.0031\). Out of 1000 capacitors, about 66 are expected to survive instead of 3. The mean site density in the survivors is \(D_0/(1+5.77/2)=0.26D_0\), and the local slope of the Weibull plot has dropped from 1.2 to 0.66.

The small capacitor has \(h_1=0.0577\) at the same time, and its survival is 0.945. Its leading correction to \(\ln S\) is \(h_1^2/(2\alpha)=0.0008\), so clustering is almost invisible there at 100 s.

**Q.** I can regard the large capacitor as 100 small ones in parallel. The weakest-link rule says I should raise the small-device survival to the power 100. Why would that fail?

**A.** The rule requires the 100 parts to fail independently. They do so once their common density is given, but not after averaging over it: a low density in one part means a low density in the others. For an area ratio \(N\), the two predictions are

\[
S_{\rm independent}=\left(1+\frac{h_1}{\alpha}\right)^{-\alpha N},
\qquad
S_{\rm shared}=\left(1+\frac{Nh_1}{\alpha}\right)^{-\alpha}.
\]

For a whole number \(N\), the binomial expansion of \((1+x)^N\) begins with \(1+Nx\), and its other terms are not negative when \(x\ge0\). Thus \((1+x)^N\ge1+Nx\). Setting \(x=h_1/\alpha\) and raising both sides to the power \(-\alpha\) reverses the inequality, so \(S_{\rm independent}\le S_{\rm shared}\). The weakest-link rule overstates failure when the density is shared. Here it gives a survival of 0.0034 instead of 0.066.

The difference also appears in time. For 90 % of the large capacitors to fail takes

\[
23.2\,[2(10^{1/2}-1)]^{1/1.2}=79\ {\rm s}
\]

with shared density. For 100 independent parts, \(\alpha\) is replaced by \(100\alpha=200\), and the time is

\[
23.2\,[200(10^{1/200}-1)]^{1/1.2}=47\ {\rm s}.
\]

**Q.** But a large enough circuit must cover regions of different density. Does your power law survive that?

**A.** No. Divide the area into \(M\) equal blocks, each uniform inside and with independent gamma densities. Each block has mean hazard \(h/M\), so

\[
S_M=\left(1+\frac{h}{\alpha M}\right)^{-\alpha M}.
\]

There are two different limits. If the total \(h\) is fixed while \(M\) grows,

\[
\ln S_M=-h+\frac{h^2}{2\alpha M}-\dots,\qquad
S_M=e^{-h}\left[1+\frac{h^2}{2\alpha M}+\dots\right],
\]

and the Weibull law returns. In the example, keeping \(h=5.77\), survival falls from 0.066 for one block to 0.0063 for 10 blocks and 0.0034 for 100. The Weibull value is 0.0031. The leading correction for 100 blocks is \(5.77^2/400=0.083\), which accounts for nearly all of the remaining difference.

If instead time is fixed and area grows by adding blocks of fixed size, the hazard per block \(h_c\) stays constant. Then

\[
S_M=\exp\left[-M\alpha\ln\left(1+\frac{h_c}{\alpha}\right)\right].
\]

Survival is exponential in area again, but its rate per block is \(\alpha\ln(1+h_c/\alpha)\), which is smaller than \(h_c\). The \(A^{-\alpha}\) law therefore belongs to devices with \(h\gg\alpha\) and \(u\ll1\) whose area-averaged density is gamma distributed with the same \(\alpha\) at every area, because only that average enters the survival. A uniform density is the simplest such case, and an internal pattern that scales in proportion to the average changes nothing. Being smaller than the distance over which the density varies is not enough by itself. Far in the tail the survivors have a mean density of only about \(\alpha D_0/h\). Local fluctuations that do not shrink along with that mean then cut the survival, the more so the larger \(h\) is, by an amount that depends on how the density field is built.

**Q.** Suppose I ignore all this and draw a straight line through the small-capacitor data. What does it cost me?

**A.** The answer depends on how the line is fitted. As one example, take the tangent at 63.2 % failed, where \(S=e^{-1}\). There \(1+y=e^{1/\alpha}\) and \(\ln(1+y)=1/\alpha\), so the slope is

\[
s=\beta\alpha(1-e^{-1/\alpha})=1.2\times2\times(1-e^{-1/2})=0.944 .
\]

The small capacitors reach this point at \(1077[2(e^{1/2}-1)]^{1/1.2}=1338\) s in the \(u\ll1\) form; here \(u\approx0.013\), and keeping \(p\) exact gives 1346 s. The correct area shift brings the large ones to \(1338\times100^{-1/1.2}=28.8\) s. If \(s\) is used in place of \(\beta\), the prediction is \(1338\times100^{-1/0.944}=10.2\) s, too short by a factor of 2.8.

Extrapolation to few failures suffers too. At \(F=10^{-4}\), the small capacitor has \(h\approx10^{-4}\), and the model time is \(1077\times(10^{-4})^{1/1.2}=0.50\) s. The tangent gives \(1338\times(10^{-4})^{1/0.9443}=0.078\) s, too short by a factor of 6.4. Both errors are pessimistic here because we scale to a larger area and to a smaller failed fraction. Scaling to a smaller area would reverse the sign of the first.

**Q.** Does clustering matter for the first failures themselves?

**A.** Hardly, once \(\eta\) and \(\beta\) are known. Expanding the clustered law for small \(h\),

\[
F=1-\left(1+\frac h\alpha\right)^{-\alpha}
=h-\frac{\alpha+1}{2\alpha}h^2+\dots .
\]

The leading term does not contain \(\alpha\). Clustering enters the early-failure estimate mainly through the wrong slope inferred from the middle of the distribution. Within this model, and while \(u\ll1\) for both areas, comparing their times at the same \(F\) gives \(\beta\) without that bias, provided the density is uniform within each device and the dielectric itself sees the same voltage and temperature in both. While \(u\ll1\), the curvature of the plot then gives an estimate of \(\alpha\), though a rough one: for \(\alpha=2\) and 1000 devices run to failure, fitted values spread from about 1.6 to 2.9.

**Q.** Could a real capacitor show extra survivors for some other reason?

**A.** Yes. I apply each effect alone to the large capacitor at 100 s, where the reference survival is 0.066.

Some effects are small. Site saturation changes survival by less than 0.1 % of its value, since \(u=5.8\times10^{-4}\). Suppose the density correlation decays as \(e^{-r/\ell}\) with distance \(r\), with \(\ell=1\) mm. Averaging this over all pairs of points in a square of side 100 µm reduces the density variance by about 5 %. If the device average is approximated by a gamma law with the reduced variance, \(\alpha=2.11\) and survival becomes about 0.06.

Voltage matters because I take lifetime to vary as \(V^{-40}\), a rough steep acceleration law. Tunnelling leakage of 1 A/cm² through \(10^{-4}\) cm² gives 0.1 mA, which loses 5 mV across 50 Ω. Lifetime rises by \((2/1.995)^{40}=1.105\), and survival becomes 0.079. The leakage is an assumed value, and it matters: at 10 A/cm², with the current held fixed, the loss would be 50 mV and survival 0.29. A stack near one nanometre in equivalent oxide thickness can leak more than this at 2.0 V. At several tens of A/cm² through 50 Ω the resistive loss would outweigh clustering altogether, so the example needs a low leakage or a low series resistance. This loss grows with area, so it also disturbs the sideways scaling. If trapped charge acts as a 20 mV loss, the lifetime factor is 1.49 and survival is 0.13. A trapping loss that is common to both areas and constant in time rescales \(\tau\) but leaves their ratio of times unchanged. Charge that is still building up between the two failure times does change the ratio, because the small capacitors fail later and see a larger loss.

**Q.** And field or temperature differences between devices?

**A.** A Gaussian field spread of 0.5 % multiplies \(h\) by a random factor whose logarithm has standard deviation \(1.2\times40\times0.005=0.24\). Numerical averaging gives a survival of 0.070. For a device 1 K cooler, an activation energy of 0.7 eV lengthens life by a factor of 1.05, and survival is 0.073.

**Q.** You admitted that the gamma form is assumed. How much rests on it?

**A.** A good deal, in the tail. A lognormal density with the same mean and variance gives, by numerical integration, a survival of 0.040. It has fewer devices with very low density.

The meaning of "defect density" matters still more. In a percolation picture, breakdown needs several traps to line up through the film. If three are needed, and the traps are sparse and independently placed, the hazard varies approximately as the cube of the trap density. I use the exact cube here. Let the trap density, rather than the site density, be gamma distributed with \(\alpha=2\). Its relative value \(g\) has

\[
\langle g^3\rangle=\frac{\alpha(\alpha+1)(\alpha+2)}{\alpha^3}=3,
\qquad
S=\left\langle e^{-hg^3/3}\right\rangle,
\]

where the factor 3 keeps the mean hazard equal to \(h\). Numerical integration gives \(S=0.41\), six times the reference. At large \(h\) the important \(g\) is of order \(h^{-1/3}\), so the tail varies as \(h^{-\alpha/3}\) instead of \(h^{-\alpha}\). The closed clustered law applies to a gamma-distributed density of breakdown sites, and may not be carried over to a gamma-distributed trap density.

**Q.** How close, then, is your example to a real gate stack?

**A.** The site slope near one and the steep voltage dependence are assumptions meant for a stack about a nanometre in equivalent oxide thickness, not fits to data. The values of \(D_0\) and \(\tau\) are less meaningful separately: while \(u\ll1\), only \(D_0\tau^{-\beta}\) enters. The choice \(\alpha=2\) implies a relative density spread of \(1/\sqrt2\), or 71 %, which is strong; a uniform process would have a larger \(\alpha\) and a smaller departure. Real stacks trap charge under stress, which for an assumed 20 mV loss moves survival from 0.066 to 0.13, and their defects need not follow a gamma law. A breakdown spot may also grow for some time before a circuit stops working, and this model ends at the first event. The survival of 0.066 is therefore an estimate for the stated assumptions. An excess of surviving large capacitors would be consistent with clustering, but would not by itself identify it.

Numbers in the example were calculated in double precision.
